Masking of kinetic isotope effects by commitments and degrees of rate control

**The decision**

A calculation gives a transition state for the transfer of a hydrogen atom, and from it an isotope effect of about 6.9. The reaction shows about 2.9. Should the transition state be rejected, or should the barriers of the neighbouring steps be computed first? The answer depends on how a multistep mechanism passes on the isotope effect of one of its steps.

I write L for the light and H for the heavy isotopologue, and define every isotope effect as light over heavy. The intrinsic effect is the ratio of forward rate constants of the sensitive step, κ = k_s^L/k_s^H. The observed effect, KIE, is the same ratio for the effective rate constant of the whole mechanism.

**Two steps**

Let a reactant of dimensionless activity a bind reversibly to a catalytic site, and let the bound species react irreversibly. The free fraction of sites is θ and the occupied fraction is x. In the steady state, formation and loss of the bound species balance:

k_1 a θ = (k_-1 + k_2) x.

The flux to product is v = k_2 x. I define the effective rate constant by v = k_eff a θ, so that

k_eff = k_1 k_2/(k_-1 + k_2).

Suppose that only k_2 depends on the isotope. The factor k_1 cancels in the ratio:

KIE = (k_2^L/k_2^H) (k_-1 + k_2^H)/(k_-1 + k_2^L)
= (κ k_-1 + κ k_2^H)/(k_-1 + k_2^L).

Since κ k_2^H = k_2^L, division of numerator and denominator by k_-1 gives

KIE = (κ + C)/(1 + C), C = k_2^L/k_-1.

The commitment C compares the two fates of the bound species: going on to product, or returning to free reactant. If C is small, most bound molecules return, the sites sample the reactant many times before a transfer, and KIE → κ. If C is large compared with both 1 and κ, nearly every molecule that binds reacts, whichever isotope it carries. The slower heavy transfer then merely lengthens the stay on the site, and KIE → 1.

**A chain of N steps**

Now let there be N steps in a line, with intermediates of coverage x_1 to x_(N−1). I assume a steady state, steps of first order in their intermediate, and no product present, so that the last step has no return flux. For the reversible steps let K_i = k_i/k_-i, and define the products

P_0 = 1, P_i = K_1 K_2 ... K_i.

With x_0 = aθ, the same net flux passes through each reversible step:

v = k_i x_(i−1) − k_-i x_i.

The two terms acquire a common factor if each coverage is measured against its equilibrium value. Set y_i = x_i/P_i, which gives y_0 = aθ. Then

v = k_i P_(i−1) y_(i−1) − k_-i P_i y_i.

Because P_i = K_i P_(i−1) and k_-i K_i = k_i, the second prefactor equals the first. Therefore

v R_i = y_(i−1) − y_i, R_i = 1/(k_i P_(i−1)).

The last step obeys the same equation with y_N = 0. Adding all N equations cancels every intermediate y and leaves v Σ R_i = aθ. Comparison with v = k_eff aθ gives

1/k_eff = Σ R_i.

The steps act as resistances in series. For N = 2 the sum is 1/k_1 + k_-1/(k_1 k_2), the reciprocal of the earlier k_eff, as it must be.

The derivation needs the same flux through every step. A side reaction that drains an intermediate breaks this equality, and the series sum then no longer applies.

**One sensitive step in the chain**

Let the isotope act on step s alone. It may change the reverse as well as the forward constant, so a second ratio is needed, the equilibrium isotope effect of that step:

ε = K_s^L/K_s^H.

The resistances change in three ways.

- For i < s, neither k_i nor P_(i−1) changes, so R_i^H = R_i^L.
- For i = s, P_(s−1) is unchanged and k_s falls by the factor κ, so R_s^H = κ R_s^L.
- For i > s, k_i is unchanged but P_(i−1) contains K_s, so R_i^H = ε R_i^L.

Since KIE = k_eff^L/k_eff^H = Σ R_i^H/Σ R_i^L, division by R_s^L gives

KIE = (κ + C_f + ε C_r)/(1 + C_f + C_r),

C_f = Σ_(i<s) R_i^L/R_s^L, C_r = Σ_(i>s) R_i^L/R_s^L.

C_f is the forward commitment and C_r the reverse commitment. For three steps with s = 2,

C_f = R_1/R_2 = k_2 K_1/k_1 = k_2/k_-1,

C_r = R_3/R_2 = k_2 K_1/(k_3 K_1 K_2) = k_2/(k_3 K_2) = k_-2/k_3,

all for the light isotopologue. The first compares transfer with release of unchanged reactant. The second compares reversal of the transfer with release of product.

The simple masking formula returns when ε = 1:

KIE = (κ + C)/(1 + C), C = C_f + C_r.

It also holds when C_r = 0, for any ε. Without one of these conditions a single C is not sufficient, because the later steps carry the factor ε. The condition ε = 1 means that the forward and reverse constants of the sensitive step change by the same factor.

**Numbers for three steps**

Take binding, transfer and product release at 300 K, where k_BT = 0.025852 eV. The free energies are round model parameters, measured from free reactant and empty site. The light transition states lie at 0.64, 0.65 and 0.66 eV, the two intermediates at −0.05 and −0.10 eV. The heavy transfer state lies 0.05 eV higher than the light one; all else is equal, so ε = 1.

In transition-state theory with unit transmission, and in atomic units where Planck's constant is 2π,

k_i = (k_BT/2π) exp[−(G‡_i − G_(i−1))/k_BT],

P_(i−1) = exp[−G_(i−1)/k_BT].

In the product k_i P_(i−1) the free energy of the intermediate cancels:

R_i = (2π/k_BT) exp(G‡_i/k_BT).

The depths of the intermediates thus do not enter k_eff. The commitments follow from differences between transition states:

κ = exp(0.05/0.025852) = 6.918,

C_f = exp[(0.64 − 0.65)/0.025852] = 0.679,

C_r = exp[(0.66 − 0.65)/0.025852] = 1.472.

Their sum is C = 2.152, and

KIE = (6.918 + 2.152)/(1 + 2.152) = 2.88.

Solving the full balance of site populations, without the series formula, gives the same value. Read as a single barrier difference, the observed effect would be k_BT ln KIE = 0.027 eV, little more than half of the 0.05 eV put into the transfer state. Here the transition state that gives 6.9 is compatible with an observed 2.9.

This compatibility depends strongly on the neighbouring barriers. Shifting the binding and release states together, with the transfer state fixed, gives:

- shift −0.10 eV: C = 0.045, KIE = 6.66
- shift −0.05 eV: C = 0.311, KIE = 5.51
- no shift: C = 2.15, KIE = 2.88
- shift +0.05 eV: C = 14.9, KIE = 1.37
- shift +0.10 eV: C = 103, KIE = 1.06

Each step of 0.05 eV multiplies C by exp(0.05/k_BT) = 6.9. An uncertainty of ±0.05 eV in the relative height of the outer barriers therefore lets the predicted effect range from 1.4 to 5.5 in this model. To predict the observed effect, these relative heights are needed in addition to the isotope shift.

The formula can be inverted for the commitment. From KIE (1 + C) = κ + C follows

C = (κ − KIE)/(KIE − 1).

With the numbers above this is 4.040/1.878 = 2.15. One observed effect, with κ known and ε = 1, fixes the sum C_f + C_r. It does not tell whether binding or release does the masking.

**Which isotopologue supplies C?**

The commitments above contain light rate constants. For ε = 1, the heavy isotopologue has the same outer resistances but a transfer resistance larger by κ, so

C^H = C/κ = 2.152/6.918 = 0.311.

Substituting C = κ C^H into the masking formula gives the form to use with heavy data:

KIE = κ (1 + C^H)/(1 + κ C^H).

Putting C^H into the light formula instead would give (6.918 + 0.311)/1.311 = 5.51, almost twice the correct 2.88. The value 5.51 has already appeared in the list of shifts. That is no accident: dividing C by κ has the same effect as lowering both outer barriers by 0.05 eV, so the wrong substitution describes a different mechanism.

**Degrees of rate control**

The commitments single out one step as the reference. A measure that treats all steps alike is the degree of rate control,

X_i = ∂ ln k_eff/∂ ln k_i,

taken with all equilibrium constants and all other forward constants fixed. This means that k_i and k_-i are scaled by the same factor, as when transition state i alone is moved. All P_i then stay fixed, and R_i is proportional to 1/k_i, so ∂R_i/∂ ln k_i = −R_i. Hence

X_i = −∂ ln(Σ R_j)/∂ ln k_i = R_i/Σ R_j.

The X_i are positive and add up to one. They are the fractions of the total resistance. For the sensitive step, division by R_s gives

X_s = 1/(1 + C_f + C_r) = 1/(1 + C).

The masking formula can be split as

(κ + C)/(1 + C) = [(1 + C) + (κ − 1)]/(1 + C) = 1 + (κ − 1)/(1 + C),

and therefore, for ε = 1,

KIE = 1 + X_s^L (κ − 1).

The fraction of the intrinsic excess over one that survives is the light degree of rate control of the sensitive step. In the example, finite displacements of the transition states in the solved site balance give 0.216 for binding, 0.317 for transfer and 0.467 for release. The observed effect is 1 + 0.3173 × 5.918 = 2.88.

In the other direction, κ = 1 + (KIE − 1)/X_s^L. At fixed X_s^L, an absolute error in KIE is magnified by 1/X_s^L, here about 3.2. A strongly masked effect is thus a poor source for the intrinsic one.

**Several sensitive steps**

A real substitution may shift every transition state. Define ρ_i = R_i^H/R_i^L for each step. Then

KIE = Σ R_i^H/Σ R_j^L = Σ ρ_i R_i^L/Σ R_j^L = Σ X_i^L ρ_i.

With heavy weights the reciprocal is averaged:

1/KIE = Σ R_i^L/Σ R_j^H = Σ X_i^H/ρ_i.

The first equation is an arithmetic mean, the second a harmonic one, and both give the same KIE because the weights differ. As a weighted mean, KIE lies between the smallest and the largest ρ_i.

In transition-state theory the expression for R_i gives

ρ_i = exp(δG_i/k_BT),

where δG_i is the heavy-minus-light shift of transition state i, with each isotopologue measured from its own free reactant. Shifts of the intermediates have dropped out. This form assumes unit transmission. Tunnelling, often sizeable for hydrogen transfer near 300 K, multiplies ρ_i by the light-over-heavy ratio of transmission coefficients and also changes the light resistances. The masking formulas still hold if κ and the commitments include it. Both averages were tested on five-step chains in which all transition states and intermediates were shifted, and they agreed with the solved site balance.

For a single sensitive step, ρ_i is 1 before it, κ at it and ε after it. The average then becomes

KIE = Σ_(i<s) X_i^L + κ X_s^L + ε Σ_(i>s) X_i^L,

which is the commitment formula in terms of rate control.

**A case with an equilibrium effect**

Raise the heavy second intermediate by 0.01 eV. To keep the release constant k_3 independent of the isotope, the heavy release state must rise by the same 0.01 eV, since k_3 depends on the difference of the two. Now

ε = exp(0.01/0.025852) = 1.472.

This equals C_r numerically because the release state also happens to lie 0.01 eV above the light transfer state; the two quantities have different meanings. The rate-control average gives

KIE = 0.2155 + 0.3173 × 6.918 + 0.4672 × 1.472
= 0.2155 + 2.195 + 0.688 = 3.10.

The increase over 2.88 is X_3^L (ε − 1) = 0.22.

The limits show more than this modest change. If the binding state is raised far above the others, KIE tends to 1. If both outer states are lowered far below the transfer state, it tends to κ = 6.92. If the release state is raised far above the others, it tends to ε = 1.47. In this last limit the transfer is equilibrated before release, so its rate is masked completely while its equilibrium isotope effect remains.

Reading that 1.47 with the simple formula would give C = (6.918 − 1.472)/0.472 = 11.5, although the true reverse commitment grows without bound in this limit. A small observed effect need not be a remnant of κ.

**Why a logarithmic rule is not enough**

The definition of X_s suggests the estimate ln KIE ≈ X_s ln κ. To see its range, return to ε = 1 and raise the resistance of the sensitive step continuously from R_s^L to R_s^L exp(u), with u running from 0 to ln κ. In units of R_s^L the total resistance is exp(u) + C, so

X_s(u) = exp(u)/[exp(u) + C].

Since R_s is proportional to 1/k_s, ln k_eff falls at the rate X_s(u), and

ln KIE = ∫_0^(ln κ) X_s(u) du
= ln[exp(u) + C] between 0 and ln κ
= ln[(κ + C)/(1 + C)].

The masking formula is recovered. Differentiation gives

dX_s/du = X_s (1 − X_s),

which is positive for finite C > 0. The slower the step becomes, the more control it takes. In the example X_s rises from 0.317 for the light to 0.763 for the heavy isotopologue. For κ > 1, replacing the integrand by its smallest and its largest value gives the bounds

κ^(X_s^L) < KIE < κ^(X_s^H),

or 1.85 < 2.88 < 4.37. The estimate with light rate control is thus about 36 per cent below the true KIE.

Expanding the integrand about u = 0 gives the next term:

ln KIE ≈ X_s^L ln κ + ½ X_s^L (1 − X_s^L)(ln κ)².

With ln κ = 1.934 this is 0.614 + 0.405 = 1.02, against the full 1.06. The logarithmic rule is a first-order result in ln κ. Its correction carries the factor X_s^L (1 − X_s^L), so it also stays close when X_s^L is near one: for the shift of −0.10 eV it gives 6.918^0.957 = 6.4 against 6.66. The linear relation KIE = 1 + X_s^L (κ − 1) has no such restriction.

**Which experiment measures this ratio?**

The effective constant was defined per free site. Whether an experiment measures its isotope ratio depends on whether the two isotopologues see the same free sites.

In an intermolecular competition experiment both are present together as separate molecules. (Intramolecular competition, with both isotopes in one molecule, is a different case. If the two transfers branch from one shared bound intermediate, the steps before the branch drop out and the product ratio is (κ + ε C_r)/(1 + C_r), which is 3.39 in the first example.) Each has its own intermediates, but θ is common. If a site holds one molecule and the occupied sites do not interact, the series derivation applies to each chain:

v^L = k_eff^L a^L θ, v^H = k_eff^H a^H θ.

The ratio of fluxes per activity is therefore

(v^L/a^L)/(v^H/a^H) = KIE,

however full the sites are. The solved site balance for two competing isotopologues confirms this from dilute to strongly saturated conditions.

The activities in this ratio are those of the moment. When KIE exceeds one, the light reactant is used up faster, and the ratio of accumulated products, divided by the starting ratio of the reactants, falls below KIE as conversion grows. It can be compared with KIE directly only at low conversion, and only after many turnovers per site. The first turnovers from empty sites are not in the steady state, and in the first example they give a larger ratio.

In separate experiments at equal activity the free fractions differ, and

v^L/v^H = KIE θ^L/θ^H.

To find θ, sum the first i resistance equations:

y_i = aθ − v Σ_(m≤i) R_m = aθ (1 − Σ_(m≤i) X_m).

The second equality uses v R_m = k_eff aθ R_m = aθ X_m. Restoring x_i = P_i y_i and requiring that free and occupied fractions add up to one gives

1/θ = 1 + a Σ_(i<N) P_i (1 − Σ_(m≤i) X_m).

The intermediate energies, absent from k_eff, enter here through P_i. In the first example P_1 = exp(0.05/k_BT) = 6.918 and P_2 = exp(0.10/k_BT) = 47.9. At a = 1,

1/θ^L = 1 + 6.918 × 0.7845 + 47.9 × 0.4672 = 28.8,

1/θ^H = 1 + 6.918 × 0.9251 + 47.9 × 0.1623 = 15.2.

The free fractions are 0.035 and 0.066. The largest terms come from the second intermediate: the light isotopologue, with its faster transfer, piles up more strongly before release. It therefore has fewer free sites, and the ratio of separate rates is 1.52 instead of 2.88. The direction depends on the resting state: if the intermediate before the transfer dominates the coverage, the heavy isotopologue has fewer free sites and the ratio exceeds KIE. At a = 10⁻⁶ both free fractions are close to one, and the ratio returns to 2.88.

The same caution applies to rate control. The X_i used here are derivatives of ln k_eff. At saturation the derivative of ln v also contains the derivative of ln θ, so inserting it into the masking formula does not give KIE. For ε = 1 it gives the ratio of separate rates instead. The expression for 1/θ shows that a/v = Σ R_m + a Σ_(i<N) P_i Σ_(m>i) R_m is linear in R_s, so v^L/v^H = 1 + X_s^v (κ − 1), with X_s^v = ∂ ln v^L/∂ ln k_s = X_s^L θ^L (1 + a Σ_(1≤i<s) P_i). At a = 1 this is 0.3173 × 0.0347 × 7.918 = 0.0872, and 1 + 0.0872 × 5.918 = 1.52.

Finally, consider accumulated product of activity p. The last step then has a return flux k_-N pθ, and y_N is no longer zero but pθ/P_N, where P_N now includes K_N. The sum of the resistance equations becomes

v Σ R_i = θ (a − p/P_N).

The net flux per reactant activity acquires the factor 1 − p/(a P_N), which may differ between isotopologues. The comparison with KIE therefore calls for initial rates, or for conditions in which p/(a P_N) is small for both.

For the decision at the start, an observed 2.9 does not by itself refute a computed 6.9. The transition states of binding and release must be placed relative to that of transfer, the equilibrium effect of the transfer must be evaluated, and the comparison must be made with steady-state intermolecular competition data, taken at low conversion or corrected for the changing reactant ratio, or with dilute rates, in both cases with negligible return flux from the product. The numerical output lists the values for the model used here.

Calculated quantities

```
temperature: 300.0 K
thermal energy kT: 0.025852 eV
light transition state, binding: 0.64 eV
light transition state, transfer: 0.65 eV
light transition state, release: 0.66 eV
light first intermediate: -0.05 eV
light second intermediate: -0.10 eV
heavy transfer-state shift: 0.05 eV
intrinsic effect kappa: 6.9177 (dimensionless)
forward commitment Cf: 0.6792 (dimensionless)
reverse commitment Cr: 1.4723 (dimensionless)
total light commitment C: 2.1515 (dimensionless)
KIE from masking formula: 2.8777 (dimensionless)
KIE from solved site balance: 2.8777 (dimensionless)
KIE from saturated competition: 2.8777 (dimensionless)
apparent barrier difference kT ln KIE: 0.0273 eV
heavy commitment: 0.3110 (dimensionless)
wrong KIE: heavy C in light formula: 5.5139 (dimensionless)
rate control binding: light 0.2155, heavy 0.0749 (dimensionless)
rate control transfer: light 0.3173, heavy 0.7628 (dimensionless)
rate control release: light 0.4672, heavy 0.1623 (dimensionless)
kappa recovered from KIE and light X: 6.9177 (dimensionless)
kappa to the power light X: 1.8473 (dimensionless)
kappa to the power heavy X: 4.3722 (dimensionless)
ln KIE from integrated rate control: 1.0570 (dimensionless)
ln KIE from site balance: 1.0570 (dimensionless)
second case: heavy well and release shift: 0.01 eV
second case: equilibrium effect eps: 1.4723 (dimensionless)
second case: observed KIE: 3.0984 (dimensionless)
second case: binding-control limit: 1.0000 (dimensionless)
second case: transfer-control limit: 6.9177 (dimensionless)
second case: release-control limit: 1.4723 (dimensionless)
free-site fraction, light, activity 1: 0.0347 (dimensionless)
free-site fraction, heavy, activity 1: 0.0659 (dimensionless)
separate-rate ratio, activity 1: 1.5165 (dimensionless)
separate-rate ratio, activity 1e-6: 2.8777 (dimensionless)
outer-barrier shift (eV), C, light X transfer, KIE (dimensionless)
-0.10, 0.0450, 0.9570, 6.6631
-0.05, 0.3110, 0.7628, 5.5139
+0.00, 2.1515, 0.3173, 2.8777
+0.05, 14.8835, 0.0630, 1.3726
+0.10, 102.9599, 0.0096, 1.0569
```
